# Transient Response of a Uniform Component to a Decaying Sinusoid

## Question

Two independent components diffuse in one dimension through a third, which makes up the balance. Let $c_1$ and $c_2$ be their concentrations, both in the same unit. In a frame of fixed volume the fluxes are

$$J_1=-D_{11}\frac{\partial c_1}{\partial x}-D_{12}\frac{\partial c_2}{\partial x},\qquad J_2=-D_{22}\frac{\partial c_2}{\partial x},$$

with constant coefficients. In a common diffusivity unit the rows of the matrix are $(1,8)$ and $(0,2)$. At $t=0$ component 1 is uniform, and component 2 departs from its mean by $\sin kx$.

**(a)** Reduce the problem to equations for two amplitudes, and solve them.

**(b)** Find the largest amplitude reached by component 1, its sign and its time. What mean concentrations does the result require?

**(c)** What is the flux of component 1 at that moment? Explain the rise and fall of its profile.

**(d)** Find the peak for general positive $D_{11}$, $D_{22}$ and nonzero $D_{12}$. Examine equal diagonal entries and widely different ones.

**(e)** Apply the result to a dilute fcc-Al alloy near 773 K with $D_{11}=0.05$ and $D_{22}=0.10\ \mu\mathrm{m^2/s}$, a wavelength of $50\ \mu\mathrm m$, both solute means at 1 at.%, and an initial amplitude of solute 2 of 0.5 at.%. Take the solute chemical potentials as

$$\frac{\mu_1}{RT}=\ln x_1+\varepsilon x_2,\qquad \frac{\mu_2}{RT}=\ln x_2+\varepsilon x_1,$$

up to constants, with atomic fractions $x_i$ and $\varepsilon=5$. Estimate the main effects left out.

## Model answers

### (a) The amplitudes

Conservation, $\partial c_i/\partial t=-\partial J_i/\partial x$, gives for constant coefficients

$$\frac{\partial c_1}{\partial t}=D_{11}\frac{\partial^2c_1}{\partial x^2}+D_{12}\frac{\partial^2c_2}{\partial x^2},\qquad \frac{\partial c_2}{\partial t}=D_{22}\frac{\partial^2c_2}{\partial x^2}.$$

Write each concentration as its mean plus $a_i(t)\sin kx$. Two derivatives of the sine return the same sine times $-k^2$, so no other shape is generated, and

$$\frac{da_1}{dt}=-k^2(D_{11}a_1+D_{12}a_2),\qquad \frac{da_2}{dt}=-k^2D_{22}a_2,$$

with $a_1(0)=0$ and $a_2(0)=1$.

Let $s=k^2t$. The second equation gives $a_2=e^{-D_{22}s}$. Inserting this in the first and multiplying by $e^{D_{11}s}$ gives

$$\frac{d}{ds}\left(e^{D_{11}s}a_1\right)=-D_{12}\,e^{-(D_{22}-D_{11})s}.$$

Integrate from 0 to $s$, for $D_{22}\ne D_{11}$:

$$e^{D_{11}s}a_1=-D_{12}\,\frac{1-e^{-(D_{22}-D_{11})s}}{D_{22}-D_{11}}.$$

Multiplication by $e^{-D_{11}s}$ yields

$$a_1=-\frac{D_{12}}{D_{22}-D_{11}}\left(e^{-D_{11}s}-e^{-D_{22}s}\right).$$

For the given matrix the prefactor is $-8/(2-1)=-8$, so

$$a_1=-8\left(e^{-s}-e^{-2s}\right),\qquad a_2=e^{-2s}.$$

### (b) The largest amplitude

Put $y=e^{-s}$, which falls from 1 towards 0. Completing the square,

$$|a_1|=8(y-y^2)=2-8\left(y-\tfrac12\right)^2.$$

The square cannot be negative, and $y=\tfrac12$ is reached. The largest amplitude over all times is therefore

$$|a_1|_{\max}=2\quad\text{at}\quad k^2t=\ln2=0.693,$$

in units where $D_{11}=1$. The signed value is $a_1=-2$: component 1 is depleted where component 2 has its crests. The induced amplitude is twice the original amplitude of component 2. No conservation law is broken, because component 1 is redistributed from its own uniform supply and not made from component 2.

The wavenumber enters through $k^2t$ alone. Doubling the wavelength makes the peak four times later and leaves its height unchanged.

Concentrations must not become negative. The mean of component 1 must be at least 2 and that of component 2 at least 1, in units of the initial amplitude of component 2; the third component must also have enough material to supply the balance. In particular, "initially uniform" cannot here mean "initially absent". With no component 1 present, a gradient of component 2 has nothing to move, so a physical $D_{12}$ must vanish as $c_1\to0$. A constant $D_{12}$ is an approximation for departures small compared with the mean, so the mean of component 1 should lie well above its lower bound of 2 for the twofold response to be accurate.

Thermodynamics asks for more. A physical matrix has the form $D=LG$, with $L$ the symmetric mobility matrix and $G$ the positive-definite matrix of second derivatives of the free energy in $c_1$ and $c_2$. Let $H=G^{-1}$, so that $L=DH$. Symmetry of $L$ with $D_{21}=0$ requires $D_{11}h_{12}+D_{12}h_{22}=D_{22}h_{12}$. For the given matrix this is $h_{12}=8h_{22}$, and $\det H>0$ then needs $h_{11}>64h_{22}$. In a dilute solution of the kind used in (e), $h_{11}/h_{22}=x_1/x_2$, so the mean of component 1 would have to exceed 64 times that of component 2.

### (c) The flux at the peak

With the sine profiles inserted, the flux is

$$J_1=-k(D_{11}a_1+D_{12}a_2)\cos kx.$$

The bracket is the one that drives $da_1/dt$. At the peak $da_1/dt=0$, so $J_1$ vanishes at every $x$. The numbers agree: there $a_2=e^{-2\ln2}=\tfrac14$, and $1\times(-2)+8\times\tfrac14=0$.

At the start component 1 has no gradient, and $J_1=-8k\cos kx$. Since $D_{12}>0$, component 1 is driven down the gradient of component 2, away from its crests. This builds an opposing gradient of component 1 while the driving gradient decays. At $s=\ln2$ the two contributions cancel. Afterwards the gradient of component 1 prevails and material flows back. At late times $a_1\approx-8e^{-s}$, while $a_2=e^{-2s}$, so the induced profile outlives the one that caused it.

### (d) The general peak

Setting the derivative of $a_1$ to zero gives

$$D_{11}e^{-D_{11}s}=D_{22}e^{-D_{22}s}\quad\Rightarrow\quad s_*=\frac{\ln(D_{22}/D_{11})}{D_{22}-D_{11}}.$$

This is the single stationary point. Since $a_1$ vanishes at $s=0$ and as $s\to\infty$, it is the global extremum of $a_1$. At that time

$$a_2=e^{-D_{22}s_*}=\left(\frac{D_{11}}{D_{22}}\right)^{D_{22}/(D_{22}-D_{11})},$$

and the zero-flux condition gives $a_1=-D_{12}a_2/D_{11}$. The exponent equals $1+D_{11}/(D_{22}-D_{11})$. Splitting off one factor $D_{11}/D_{22}$ cancels the $D_{11}$ in the denominator:

$$a_{1,*}=-\frac{D_{12}}{D_{22}}\left(\frac{D_{11}}{D_{22}}\right)^{D_{11}/(D_{22}-D_{11})}.$$

For the given matrix this is $-(8/2)(1/2)^1=-2$. A negative $D_{12}$ reverses the sign, and component 1 then gathers at the crests of component 2.

**Equal diagonal entries.** Let $D_{11}=D$ and $D_{22}=D(1+\eta)$. The power becomes $(1+\eta)^{-1/\eta}$, which tends to $1/e$ as $\eta\to0$. Hence

$$a_{1,*}\to-\frac{D_{12}}{eD},\qquad s_*=\frac{\ln(1+\eta)}{D\eta}\to\frac1D.$$

The response stays finite although the denominator in (a) vanishes. This case is a mathematical limit only: with $D_{11}=D_{22}$ the symmetry condition in (b) becomes $D_{12}h_{22}=0$, which a stable solution cannot meet for $D_{12}\ne0$ and $D_{21}=0$.

**Fast component 2.** Let $r=D_{11}/D_{22}$; the power is $r^{r/(1-r)}$. For $r\to0$ it tends to 1, because $r\ln r\to0$, and $|a_{1,*}|\to|D_{12}|/D_{22}$. Component 2 delivers its whole push before component 1 has relaxed appreciably.

**Slow component 2.** For $r\to\infty$ the exponent is $-1-1/(r-1)$, so the power approaches $1/r$ and $|a_{1,*}|\to|D_{12}|/D_{11}$. Component 1 reaches zero flux while component 2 has hardly decayed.

### (e) A dilute aluminium alloy

Take the flux of each solute as $J_i=-D_ix_i\,\partial(\mu_i/RT)/\partial x$, in atomic-fraction units, with $D_1=0.05$ and $D_2=0.10\ \mu\mathrm{m^2/s}$. For solute 1,

$$J_1=-D_1\left(\frac{\partial x_1}{\partial x}+\varepsilon x_1\frac{\partial x_2}{\partial x}\right).$$

Thus $D_{11}=D_1$ and, at the mean composition,

$$D_{12}=D_1\varepsilon x_1=0.05\times5\times0.01=0.0025\ \mu\mathrm{m^2/s}.$$

The triangular model drops the corresponding $D_{21}=D_2\varepsilon x_2=0.0050\ \mu\mathrm{m^2/s}$. By (d), scaled by the initial 0.5 at.%,

$$a_{1,*}=-0.5\times\frac{0.0025}{0.10}\times\frac12=-0.00625\ \text{at.\%}.$$

With $k^2=(2\pi/50)^2=0.01579\ \mu\mathrm m^{-2}$, the time is

$$t_*=\frac{\ln2}{0.01579\times0.05}=878\ \mathrm s\approx15\ \text{min}.$$

**Effects left out.** The size of each was found by solving the nonlinear flux equations numerically on 48 finite-volume cells; changes refer to the amplitude of the $\sin kx$ component of solute 1, relative to the triangular model's peak height. The nonlinear equations also generate higher harmonics, which move the local maximum and minimum of the profile by up to about 0.7 percentage points from these figures. The runs for the second and third effects also include the first, which is very small.

- *Reverse coupling and varying cross coefficients* change the height by $+0.04\%$. Although $D_{21}$ exceeds $D_{12}$, it acts on the very small gradient of solute 1. At the peak $a_2=0.125$ at.%, and the neglected part of $J_2$ relative to the retained part is $0.0050\times0.00625/(0.10\times0.125)=0.0025$ in magnitude.
- *Self-interaction*, an added term $5x_i$ in each $\mu_i/RT$, changes it by $-4.7\%$. Both diagonal diffusivities grow by about $1+5\times0.01=1.05$ while $D_{12}$ stays fixed, so the height falls by nearly that factor.
- *Off-diagonal mobility* means that a force on one solute also moves the other, as correlated vacancy jumps can cause. An added term $-gD_1x_1x_2\,\partial(\mu_2/RT)/\partial x$ in $J_1$, with its symmetric partner in $J_2$, raises $D_{12}$ by about $gD_1x_1$. The relative increase is $g/\varepsilon$. For an assumed $g=1$ the computed change is $+20\%$.

*The frame of reference* matters as well. The fluxes above were taken directly in the fixed-volume frame. If the same expressions instead describe motion relative to the crystal lattice, then for equal atomic volumes the conversion subtracts $x_1(J_1+J_2+J_3)$ from $J_1$. A gradient of solute 2 drives $J_2\approx-D_2\,\partial x_2/\partial x$ and an opposite aluminium flux $J_3\approx D_3\,\partial x_2/\partial x$, where $D_3$ is the self-diffusivity of aluminium. This adds about $x_1(D_3-D_2)$ to $D_{12}$. With a rough $D_3=0.05\ \mu\mathrm{m^2/s}$ the addition is $-0.0005\ \mu\mathrm{m^2/s}$, which lowers the peak by about 20%.

**Comparison with a real alloy.** The two diffusivities are rough typical sizes for copper and magnesium in aluminium near 773 K, and $50\ \mu\mathrm m$ is a plausible segregation spacing in a casting. The values of $\varepsilon$ and $g$ are choices, not properties of this alloy, so the height illustrates the model and does not predict this alloy's response. In the triangular model a negative $\varepsilon$ would reverse its sign. With a rough common activation energy of 130 kJ/mol, a furnace 10 K hotter, provided that no segregated region begins to melt, multiplies both diffusivities by about 1.3 and brings the peak forward from about 15 to about 11 min. At fixed $\varepsilon$ its height is unchanged, since only diffusivity ratios enter it and a common activation energy keeps them fixed; unequal activation energies would change it slightly. A real casting usually also has segregation of solute 1 at the start. In the linear model this adds $a_1(0)e^{-D_{11}k^2t}$, which can far exceed the induced part. Precipitates and grain boundaries are outside the model.

The matrix of the question has $D_{12}/D_{11}=8$, against 0.05 here. At $x_1=0.01$ that ratio would need $\varepsilon=8/0.01=800$. Stability of this solution model against unmixing requires $\varepsilon^2x_1x_2<1$, from the determinant of the matrix of derivatives $\partial(\mu_i/RT)/\partial x_j$. With both solutes at 1 at.%, the left side would be $800^2\times0.01\times0.01=64$. The twofold response in (b) therefore belongs to much stronger coupling than this dilute alloy can have within the model.
